# High-density spin stiffness of the electron gas from the ring sum: verification in Python

```python
# Result under test (energies in hartree = m e^4/hbar^2, lengths in bohr):
#   alpha_c(rs) = d^2 eps_c/d zeta^2 at zeta=0  ->  -(1/(6 pi^2)) ln rs + B,  rs -> 0,
# from the ring (RPA) sum of the uniform electron gas.
# Symbols: zeta polarization; x=(1+-zeta)^(1/3)=k_sigma/kF; q wave vector in kF; z=q/2;
# u=omega/(q kF vF), imaginary frequency; G(x,z,u)=-chi_sigma*2 pi^2 hbar^2/(m kF);
# Q=(G_up+G_down)/2; Q2=d^2Q/dzeta^2 at 0; lam=(kTF/kF)^2=4 a rs/pi; a=(4/(9 pi))^(1/3);
# R(u)=Q(q->0, zeta=0); c0(zeta)=coefficient of ln rs in eps_c; I(z)=int Q Q2 du.
import numpy as np, sympy as sp
from numpy import pi, log
from scipy.integrate import quad, dblquad
from scipy.constants import physical_constants as pc
from pyscf.dft import libxc

EV = pc['Hartree energy in eV'][0]
a_rs = (4/(9*pi))**(1/3)
A_exact = 1/(6*pi**2)

def G(x, z, u):
    z, u = np.broadcast_arrays(np.atleast_1d(z)*1.0, np.atleast_1d(u)*1.0)
    out = np.empty(z.shape)
    far = z*z + u*u > 25*x*x
    zz, vv = z[~far]/x, u[~far]/x
    out[~far] = x*(0.5 + (1-zz**2+vv**2)/(8*zz)*np.log1p(4*zz/((zz-1)**2+vv**2))
                   - 0.5*vv*(np.arctan2(1+zz, vv) + np.arctan2(1-zz, vv)))
    zf, uf = z[far], u[far]          # inverse-power series avoids cancellation
    r = x*(zf - 1j*uf)/(zf*zf + uf*uf)
    r2, term, tot = r*r, r.copy(), np.zeros(zf.shape)
    for k in range(14):
        tot += term.real/((2*k+1)*(2*k+3))
        term = term*r2
    out[far] = x*x*tot/zf
    return out

def Qz(zeta, z, u):
    return 0.5*(G((1+zeta)**(1/3), z, u) + G((1-zeta)**(1/3), z, u))

def Q2(z, u):
    Ap, Am = (1+z)**2 + u*u, (1-z)**2 + u*u
    return ((z*z+u*u-1)/(Ap*Am) - np.log1p(4*z/Am)/(4*z))/9

h = 0.25
U = np.exp(np.arange(-30, 16+h/2, h)); WU = h*U      # trapezoid rule in ln u
gx, gw = np.polynomial.legendre.leggauss(10)

def qgrid(lam, zeta):
    lo, hi = 2*(1-zeta)**(1/3), 2*(1+zeta)**(1/3)
    q0 = 1e-4*np.sqrt(lam)
    e = [0.0] + list(np.geomspace(q0, lo/2, int(np.ceil(np.log2(lo/2/q0)))+1))
    e += [lo*(1-2.0**-k) for k in range(2, 11)] + [lo]
    if zeta > 0:
        e += [lo+(hi-lo)*2.0**-k for k in range(6, 0, -1)]
        e += [hi-(hi-lo)*2.0**-k for k in range(2, 7)] + [hi]
    e += [hi*(1+2.0**-k) for k in range(10, -1, -1)] + [hi*2.0**k for k in range(2, 12)]
    e = np.array(e); mid, half = (e[1:]+e[:-1])/2, (e[1:]-e[:-1])/2
    return (mid[:, None]+half[:, None]*gx).ravel(), (half[:, None]*gw).ravel()

def eps_ring(rs, zeta):
    lam = 4*a_rs*rs/pi
    q, wq = qgrid(lam, zeta)
    P = lam*Qz(zeta, q[:, None]/2, U[None, :])/q[:, None]**2
    Ps = np.minimum(P, 0.01)
    series = sum((-1)**(k+1)*Ps**k/k for k in range(2, 11))
    f = np.where(P < 0.01, series, np.log1p(P) - P)
    return 12/(pi**3*lam**2)*np.dot(wq*q**3, f @ WU)

def alpha_formula(rs):
    lam = 4*a_rs*rs/pi
    q, wq = qgrid(lam, 0.0)
    qq = q[:, None]; Q = G(1.0, qq/2, U[None, :])
    return -12/pi**3*np.dot(wq, (qq*Q*Q2(qq/2, U[None, :])/(qq**2+lam*Q)) @ WU)

def alpha_difference(rs):
    # energy differences only; zeta^4 and zeta^4 ln zeta terms are eliminated
    zs = np.array([0.02, 0.04, 0.08]); e0 = eps_ring(rs, 0.0)
    D = [2*(eps_ring(rs, t)-e0)/t**2 for t in zs]
    return np.linalg.solve(np.c_[np.ones(3), zs**2, zs**2*log(zs)], D)[0]

def alpha_libxc(name, rs):
    n = 3/(4*pi*rs**3)
    f = np.ravel(libxc.eval_xc(name, np.array([[n/2], [n/2]]), spin=1, deriv=2)[2][0])
    return n*(f[0]-2*f[1]+f[2])/4

# Lindhard function against its defining integral; Q2 against finite differences
for x, z, u in [(1.0, 0.3, 0.5), (0.8, 1.2, 0.2), (1.1, 0.9, 0.3), (1.0, 0.05, 7.0), (0.9, 6.0, 1.0)]:
    ref = dblquad(lambda mu, k: k*k*(z+k*mu)/((z+k*mu)**2+u*u)/(2*z), 0, x, -1, 1,
                  epsabs=1e-11, epsrel=1e-10)[0]
    assert abs(G(x, z, u)[0]-ref) < 1e-9
    d = 2e-3
    assert abs(2*(Qz(d, z, u)-Qz(0, z, u))[0]/d**2 - Q2(z, u)) < 1e-5
R = lambda u: G(1.0, 1e-7, u)[0]
for u in (0.1, 1.0, 3.0):
    assert abs(R(u) - (1-u*np.arctan(1/u))) < 1e-9
    assert abs(Q2(1e-7, u) + 2/9/(1+u*u)**2) < 1e-9

# the key integral
key = quad(lambda u: R(u)/(1+u*u)**2, 0, np.inf, epsabs=1e-12)[0]
assert abs(key - pi/8) < 1e-9
coef = 6/pi**3*(-2/9)*key

# closed form c0(zeta): quadrature, same-spin part, symbolic curvature, full ring sum
M = lambda x, y, L=log, p=pi: p/6*(x*y*(x+y) - x**3*L(1+y/x) - y**3*L(1+x/y))
def c0(t):
    x, y = (1+t)**(1/3), (1-t)**(1/3)
    return 3/(4*pi**3)*(M(x, x)+M(y, y)+2*M(x, y))
for t in (0.0, 0.5, 0.9):
    assert abs(3/pi**3*np.dot(Qz(t, 1e-7, U)**2, WU) - c0(t)) < 1e-10
    same = sum(np.dot(G((1+s*t)**(1/3), 1e-7, U)**2, WU) for s in (1, -1))
    assert abs(same - 2*pi*(1-log(2))/3) < 1e-9
ts = sp.symbols('t'); xs, ys = (1+ts)**sp.Rational(1, 3), (1-ts)**sp.Rational(1, 3)
curv = sp.diff(3/(2*sp.pi**3)*M(xs, ys, sp.log, sp.pi), ts, 2).subs(ts, 0)
assert abs(sp.N(curv + 1/(6*sp.pi**2), 30)) < 1e-25
slope = {t: (eps_ring(1e-4, t)-eps_ring(1e-5, t))/log(10) for t in (0.0, 0.5)}
for t in slope:
    assert abs(slope[t]-c0(t)) < 2e-5      # neglected rs ln rs term is about 5e-6

# constant B from the spectral representation of I(z)
def I_spec(z):
    if z > 1:
        L = lambda w: log((w+1)/(w-1))
        F = lambda w: (1-w*w)/4*L(w) + w/2
        P = lambda w: -(w-1)**2*(w+2)*L(w)/12 + w*w/6 + log(w+1)/3
        return pi/(36*z*z)*(F(2*z-1)+F(2*z+1)-P(2*z+1)+P(2*z-1))
    def Phi(b):
        c, t0 = b+z, 1-2*z
        return z*(1-z-b*log((1-z+b)/b)) + ((1-c*c)*log((1+c)/(t0+c)) - (1-t0*t0)/2 + c*(1-t0))/4
    return pi/(36*z*z)*(Phi(1+z)-Phi(1-z)-quad(Phi, 1-z, 1+z, epsabs=1e-12)[0])
for z in (0.2, 0.5, 0.95, 1.05, 2.0):
    assert abs(I_spec(z) - np.dot(G(1.0, z, U)*Q2(z, U), WU)) < 1e-9
I0 = -pi/36
assert abs(np.dot(G(1.0, 1e-7, U)*Q2(1e-7, U), WU) - I0) < 1e-9
zp, zm = 1+1e-7, 1-1e-7
jump = np.dot(G(1.0, zp, U)*Q2(zp, U) - G(1.0, zm, U)*Q2(zm, U), WU)
assert abs(jump - pi/36) < 1e-5
K_in = quad(lambda z: (I_spec(z)-I0)/z, 0, 1, epsabs=1e-9)[0]
K_out = quad(lambda z: I_spec(z)/z, 1, 2, epsabs=1e-10)[0] + quad(lambda z: I_spec(z)/z, 2, 200, epsabs=1e-10)[0]
K = I0*log(2) + K_in + K_out
Rg = G(1.0, 1e-7, U); J = np.dot(Rg*log(Rg)/(1+U*U)**2, WU)
B1, B2, B3 = -A_exact*log(4*a_rs/pi), -4*J/(3*pi**3), -12*K/pi**3
B = B1+B2+B3

# asymptotic law against the full-q integral and against pure energy differences
rr = 2.5e-5*4.0**np.arange(4)
fit = np.linalg.solve(np.c_[log(rr), np.ones(4), rr*log(rr), rr], [alpha_formula(r) for r in rr])
assert abs(fit[0]+A_exact) < 1e-6 and abs(fit[1]-B) < 1e-5
fd = {r: alpha_difference(r) for r in (1e-4, 1e-3, 0.1, 2.0)}
fo = {r: alpha_formula(r) for r in fd}
for r in fd:
    assert abs(fd[r]-fo[r]) < 5e-6
fd_slope = (fd[1e-3]-fd[1e-4])/log(10)
assert abs(fd_slope+A_exact) < 3e-5

# published parametrizations in libxc
p1, p2 = alpha_libxc(',LDA_C_PW', 1e-7), alpha_libxc(',LDA_C_PW', 1e-5)
pw_slope = (p2-p1)/log(100); pw_const = p1 - pw_slope*log(1e-7)
assert abs(pw_slope+A_exact) < 1e-6 and abs(pw_const-B) < 2e-4
for r in (0.1, 2.0):
    assert abs(alpha_libxc(',LDA_C_PW_RPA', r)/fo[r]-1) < 0.03    # accuracy of a fit
    assert abs(alpha_libxc('LDA_X,', r)*3*pi*a_rs*r + 1) < 1e-9
    n = 3/(4*pi*r**3)
    e_fit = np.ravel(libxc.eval_xc(',LDA_C_PW_RPA', np.array([[n/2], [n/2]]), spin=1, deriv=1)[0])[0]
    assert abs(e_fit-eps_ring(r, 0.0)) < 1e-3
kin = sp.diff(sp.Rational(3, 20)*(xs**5+ys**5), ts, 2).subs(ts, 0)
assert kin == sp.Rational(1, 3)

print(f"a = {a_rs:.6f}; 4a/pi = {4*a_rs/pi:.6f} (dimensionless)")
print(f"int R/(1+u^2)^2 du = {key:.8f}; pi/8 = {pi/8:.8f}")
print(f"ln rs coefficient from quadrature = {coef:.8f} hartree")
print(f"1/(6 pi^2) = {A_exact:.8f} hartree = {A_exact*EV:.5f} eV")
print(f"symbolic c0''(0) = {float(curv):.8f} hartree")
for t in slope:
    print(f"zeta={t}: c0 = {c0(t):.7f}, ring-sum slope = {slope[t]:.7f} hartree")
print(f"I(0) = {I0:.6f}; I(1-) = {I_spec(zm):.6f}; I(1+) = {I_spec(zp):.6f}; jump = {jump:.6f}")
print(f"J = {J:.6f}; I(0) ln2 = {I0*log(2):.6f}")
print(f"K inner = {K_in:.6f}; K outer = {K_out:.6f}; K = {K:.6f}")
print(f"B parts: {B1:.6f}, {B2:.6f}, {B3:.6f} hartree")
print(f"B = {B:.6f} hartree = {B*EV:.4f} eV")
print(f"fit rs={rr[0]:.1e}..{rr[-1]:.1e}: slope {fit[0]:.8f}, const {fit[1]:.6f} hartree")
print(f"fit: rs ln rs coefficient {fit[2]:.5f}, rs coefficient {fit[3]:.5f} hartree")
for r in fd:
    print(f"rs={r:g}: alpha formula {fo[r]:.7f}, differences {fd[r]:.7f} hartree")
print(f"slope from energy differences = {fd_slope:.7f} hartree")
print(f"PW92 (libxc): slope {pw_slope:.7f}, const {pw_const:.6f} hartree")
for r in (0.1, 2.0):
    kF = 1/(a_rs*r); two = -A_exact*log(r)+B; pw = alpha_libxc(',LDA_C_PW', r)
    enh = lambda al: 1/(1 - a_rs*r/pi + 3*(a_rs*r)**2*al)
    assert abs(enh(pw) - (kF**2/3)/(float(kin)*kF**2 + alpha_libxc('LDA_X,', r) + pw)) < 1e-9
    print(f"--- example rs = {r:g}")
    print(f"kF = {kF:.5f} 1/bohr; lam = {4*a_rs*r/pi:.5f}")
    print(f"ring energy = {eps_ring(r, 0.0):.6f} hartree")
    print(f"log term = {-A_exact*log(r):.6f}; two-term = {two:.6f} hartree")
    print(f"ring alpha_c = {fo[r]:.6f} hartree = {fo[r]*EV:.4f} eV")
    print(f"two-term error vs ring = {100*(two/fo[r]-1):.2f} %")
    print(f"PW92 = {pw:.6f}; PW92-RPA = {alpha_libxc(',LDA_C_PW_RPA', r):.6f} hartree")
    print(f"kinetic = {kF**2/3:.6f}; exchange = {-kF/(3*pi):.6f} hartree")
    print(f"chi/chi_P: exchange {enh(0):.5f}, two-term {enh(two):.5f}")
    print(f"chi/chi_P: ring {enh(fo[r]):.5f}, PW92 {enh(pw):.5f}")
print("finished without a failed check")
```

It prints:

```
a = 0.521062; 4a/pi = 0.663436 (dimensionless)
int R/(1+u^2)^2 du = 0.39269908; pi/8 = 0.39269908
ln rs coefficient from quadrature = -0.01688686 hartree
1/(6 pi^2) = 0.01688686 hartree = 0.45951 eV
symbolic c0''(0) = -0.01688686 hartree
zeta=0.0: c0 = 0.0310907, ring-sum slope = 0.0310895 hartree
zeta=0.5: c0 = 0.0288345, ring-sum slope = 0.0288333 hartree
I(0) = -0.087266; I(1-) = -0.069414; I(1+) = 0.017852; jump = 0.087266
J = -0.208721; I(0) ln2 = -0.060489
K inner = 0.007929; K outer = 0.001993; K = -0.050566
B parts: 0.006929, 0.008975, 0.019570 hartree
B = 0.035474 hartree = 0.9653 eV
fit rs=2.5e-05..1.6e-03: slope -0.01688686, const 0.035474 hartree
fit: rs ln rs coefficient -0.00076, rs coefficient 0.00302 hartree
rs=0.0001: alpha formula 0.1910092, differences 0.1910092 hartree
rs=0.001: alpha formula 0.1521330, differences 0.1521330 hartree
rs=0.1: alpha formula 0.0748353, differences 0.0748353 hartree
rs=2: alpha formula 0.0289219, differences 0.0289219 hartree
slope from energy differences = -0.0168837 hartree
PW92 (libxc): slope -0.0168869, const 0.035477 hartree
--- example rs = 0.1
kF = 19.19158 1/bohr; lam = 0.06634
ring energy = -0.144042 hartree
log term = 0.038883; two-term = 0.074358 hartree
ring alpha_c = 0.074835 hartree = 2.0364 eV
two-term error vs ring = -0.64 %
PW92 = 0.075288; PW92-RPA = 0.074810 hartree
kinetic = 122.772285; exchange = -2.036290 hartree
chi/chi_P: exchange 1.01687, two-term 1.01624
chi/chi_P: ring 1.01624, PW92 1.01623
--- example rs = 2
kF = 0.95958 1/bohr; lam = 1.32687
ring energy = -0.061801 hartree
log term = -0.011705; two-term = 0.023769 hartree
ring alpha_c = 0.028922 hartree = 0.7870 eV
two-term error vs ring = -17.82 %
PW92 = 0.031080; PW92-RPA = 0.028922 hartree
kinetic = 0.306931; exchange = -0.101815 hartree
chi/chi_P: exchange 1.49637, two-term 1.34098
chi/chi_P: ring 1.31146, PW92 1.29947
finished without a failed check
```
